# First-Order Orbitals in Parallel-Transport and Diagonal Gauges: Valence Rotation and Density

## What symmetry already fixes

Let a Hamiltonian \(H(\lambda)=H_0+\lambda H_1+O(\lambda^2)\) have \(N\) occupied orbitals, separated from the empty ones by a gap. Collect the occupied orbitals as the columns of \(C(\lambda)\), with \(C^\dagger C=1\). At \(\lambda=0\) the columns are eigenstates \(\psi_i\) of \(H_0\) with energies \(\varepsilon_i\), at first all different. Atomic units are used in the algebra, and a superscript \((1)\) denotes a derivative with respect to \(\lambda\) at \(\lambda=0\).

Two choices of the perturbed orbitals are compared.

- In the parallel-transport gauge, \(\langle\psi_j|\psi_i^{(1)}\rangle=0\) for all occupied \(i,j\).
- In the diagonal gauge, the orbitals remain eigenstates of \(H(\lambda)\), with phases chosen so that \(\langle\psi_i|\psi_i^{(1)}\rangle=0\).

Both sets span the same occupied space, so \(C^{\rm diag}(\lambda)=C^{\rm pt}(\lambda)U(\lambda)\) with \(U\) unitary and \(U(0)=1\). Write \(U=1+\lambda A+O(\lambda^2)\). The first order of the product is

\[
\psi_i^{(1),\rm diag}=\psi_i^{(1),\rm pt}+\sum_{j\,\rm occ}\psi_j A_{ji},
\]

and the first order of \(U^\dagger U=1\) is \(A^\dagger+A=0\). The gauges therefore differ by an anti-Hermitian rotation among occupied (valence) orbitals. The phase choice gives \(A_{ii}=0\).

Symmetry also fixes the elements with \(j\neq i\), up to a number. Let \(h_{kl}=\langle\psi_k|H_1|\psi_l\rangle\).

- \(A\) is linear in \(H_1\), with coefficients that depend on the energies alone, because in its own eigenbasis \(H_0\) is nothing more than its energies. If each \(\psi_k\) is multiplied by its own phase \(e^{i\phi_k}\), then \(A_{ji}\) acquires \(e^{-i\phi_j+i\phi_i}\). Among the \(h_{kl}\), \(h_{ji}\) alone does so for arbitrary phases. Hence \(A_{ji}=g\,h_{ji}\).
- To find \(g\) we may take a perturbation that couples \(i\) and \(j\) alone. The other states are then spectators, so \(g\) depends on \(\varepsilon_i\) and \(\varepsilon_j\). A shift of the energy zero changes no eigenvector, so \(g\) depends on \(\varepsilon_i-\varepsilon_j\).
- Multiplying all of \(H\) by \(s>0\) changes no eigenvector either. Since \(h\) grows by \(s\), \(g\) must fall by \(1/s\). For each sign of the difference, \(g\) is a constant over \(\varepsilon_i-\varepsilon_j\).
- Complex conjugation of \(H\) conjugates its eigenvectors, so \(g\) is real. As \(h\) is Hermitian and \(A\) anti-Hermitian, \(g\) is odd under exchange of \(i\) and \(j\), and the two constants are equal.

Thus \(A_{ji}=c\,h_{ji}/(\varepsilon_i-\varepsilon_j)\) with one real number \(c\). Two derivations now give \(c=1\), and each shows why the density does not contain \(A\).

## First derivation: projecting the orbital equation

The occupied space is invariant under \(H\), so in any gauge

\[
HC=C\Lambda,\qquad \Lambda=C^\dagger HC .
\]

At \(\lambda=0\), \(\Lambda\) is \(E={\rm diag}(\varepsilon_i)\). The terms linear in \(\lambda\) are

\[
H_0C_1+H_1C_0=C_1E+C_0\Lambda_1 .
\]

Let \(P_0=C_0C_0^\dagger\) and \(Q=1-P_0\). Apply \(Q\) to column \(i\). Since \(QC_0=0\) and \(Q\) commutes with \(H_0\),

\[
(H_0-\varepsilon_i)\,Q\psi_i^{(1)}=-QH_1\psi_i .
\]

This is the Sternheimer equation projected on the empty states. It contains neither \(\Lambda_1\) nor any occupied component of \(\psi_i^{(1)}\), so its solution is common to both gauges. In the parallel-transport gauge it is the whole first-order orbital. Expanded in empty eigenstates \(\psi_c\), it reads

\[
\psi_i^{(1),\rm pt}=-\sum_{c\,\rm empty}\psi_c\,\frac{h_{ci}}{\varepsilon_c-\varepsilon_i}.
\]

Every denominator is at least \(\varepsilon_{\rm LUMO}-\varepsilon_i\), where LUMO denotes the lowest empty orbital. Replacing each denominator by this smallest value gives the bound

\[
\|\psi_i^{(1),\rm pt}\|\le\frac{\|QH_1\psi_i\|}{\varepsilon_{\rm LUMO}-\varepsilon_i}.
\]

Near-degeneracy among occupied levels does not enter it.

Now apply \(C_0^\dagger\) to the first-order equation, and write \(A=C_0^\dagger C_1\) for the occupied components in a general gauge. With \(C_0^\dagger H_0=EC_0^\dagger\),

\[
EA+h=AE+\Lambda_1
\quad\Longrightarrow\quad
(\Lambda_1)_{ji}=h_{ji}+(\varepsilon_j-\varepsilon_i)A_{ji}.
\]

One equation describes both gauges. Parallel transport sets \(A=0\), and then \(\Lambda_1=h\): the multiplier matrix acquires off-diagonal elements. The diagonal gauge sets \((\Lambda_1)_{ji}=0\) for \(j\ne i\), and then

\[
A_{ji}=\frac{h_{ji}}{\varepsilon_i-\varepsilon_j},\qquad j\neq i .
\]

So \(c=1\).

For the density, let every occupied orbital hold \(f\) electrons:

\[
n_1(\mathbf r)=f\sum_i\left[\psi_i^*\psi_i^{(1)}+\psi_i\psi_i^{(1)*}\right].
\]

Changing from parallel transport to the diagonal gauge adds

\[
f\sum_{ij}\left[\psi_i^*\psi_jA_{ji}+\psi_i\psi_j^*A_{ji}^*\right]
=f\sum_{ij}\psi_i^*\psi_j\left(A_{ji}+A_{ij}^*\right)=0 .
\]

The labels \(i,j\) were exchanged in the second term, and the bracket vanishes because \(A\) is anti-Hermitian. What \(\psi_i\) gains by mixing with \(\psi_j\), \(\psi_j\) loses by mixing with \(\psi_i\).

## Second derivation: projectors and contours

This route starts from the projectors, which have no gauge. Let \(G(z)=(z-H_0)^{-1}\). For a closed anticlockwise contour \(\Gamma\) that crosses no level, the projector on the eigenstates inside it is

\[
P_\Gamma(\lambda)=\frac{1}{2\pi i}\oint_\Gamma\frac{dz}{z-H(\lambda)} ,
\]

since each eigenstate contributes a simple pole of residue one. To first order, \((z-H_0-\lambda H_1)^{-1}=G+\lambda GH_1G\), so that

\[
\langle\psi_k|P_\Gamma^{(1)}|\psi_i\rangle
=h_{ki}\,\frac{1}{2\pi i}\oint_\Gamma\frac{dz}{(z-\varepsilon_k)(z-\varepsilon_i)} .
\]

Let \(p_i\) be the projector for a contour around \(\varepsilon_i\) alone, and \(P\) the one for a contour around all occupied levels.

A diagonal-gauge orbital obeys \(\psi_i(\lambda)=p_i(\lambda)\psi_i(\lambda)\). Its first order is \(\psi_i^{(1)}=p_i^{(1)}\psi_i+\psi_i\langle\psi_i|\psi_i^{(1)}\rangle\), and the phase choice removes the last term. In any gauge \(\psi_i(\lambda)=P(\lambda)\psi_i(\lambda)\), so \(\psi_i^{(1)}=P^{(1)}\psi_i+P_0\psi_i^{(1)}\), and parallel transport removes the last term. Therefore

\[
\psi_i^{(1),\rm diag}=p_i^{(1)}\psi_i,\qquad
\psi_i^{(1),\rm pt}=P^{(1)}\psi_i .
\]

The residues give the components along \(\psi_k\).

- For \(k\) empty, both contours enclose the pole at \(\varepsilon_i\) and not the one at \(\varepsilon_k\). Both give \(h_{ki}/(\varepsilon_i-\varepsilon_k)\), the Sternheimer solution found above.
- For \(k=j\neq i\) occupied, the small contour encloses one pole and gives \(h_{ji}/(\varepsilon_i-\varepsilon_j)\). The large contour encloses both, and \(1/(\varepsilon_i-\varepsilon_j)+1/(\varepsilon_j-\varepsilon_i)=0\).
- For \(k=i\), the pole is double with zero residue, and both components vanish.

The difference of the two orbitals is \(\sum_{j\ne i}\psi_j\,h_{ji}/(\varepsilon_i-\varepsilon_j)\), as before. The divergence has a geometrical reason: the small contour must pass between \(\varepsilon_i\) and \(\varepsilon_j\), and is pinched when they meet. The large contour passes through the gap and is not pinched.

The density is \(n(\mathbf r)=f\langle\mathbf r|P|\mathbf r\rangle\), so \(n_1\) follows from \(P^{(1)}\), whose elements between occupied states are zero. Here the rotation does not have to cancel, because it never appears.

## What each derivation assumes

Both derivations need the gap and a Hamiltonian differentiable in \(\lambda\). Three further assumptions need comment.

**Degeneracy.** The contour expression for \(P^{(1)}\) holds unchanged if \(\varepsilon_i=\varepsilon_j\), since the double pole has zero residue. The parallel-transport orbitals and \(n_1\) therefore exist at exact degeneracy, while \(p_i\) cannot be defined by a contour there. The projected equation shows what happens to the diagonal gauge: for \(\varepsilon_i=\varepsilon_j\) it reads \((\Lambda_1)_{ji}=h_{ji}\), and no \(A_{ji}\) can make this vanish unless \(h_{ji}=0\). The zeroth-order orbitals must first be chosen to diagonalize \(h\) within the degenerate space. The first-order equation is then satisfied by any \(A_{ji}\) in that space and leaves it undetermined. Likewise, as two levels approach each other, \(A_{ji}\) diverges if \(h_{ji}\) tends to a nonzero value. If symmetry makes \(h_{ji}\) zero, there is no divergence at first order. The second-order mixing of the two eigenstates, through a third state coupled to both, can still grow as \(1/(\varepsilon_i-\varepsilon_j)\).

**Occupations.** The contour argument for the density needs one common \(f\), because it replaces the density matrix by \(fP\). The orbital argument shows what happens otherwise. For fixed occupations \(f_i\) attached to the eigenstates, the same exchange of labels gives an additional first-order density matrix

\[
\sum_{ij}(f_i-f_j)A_{ji}|\psi_j\rangle\langle\psi_i|
=\sum_{i\ne j}\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}\,h_{ji}\,|\psi_j\rangle\langle\psi_i| ,
\]

which is in general not zero. The rotation is then physical. If the occupations themselves respond, as in a metal with thermal smearing, their change adds a further term.

**Self-consistency.** Both derivations take \(H_1\) as given. In density functional perturbation theory with a functional of the density, \(H_1=V^{(1)}_{\rm ext}+\int f_{\rm Hxc}\,n_1\), where \(f_{\rm Hxc}\) is the Hartree and exchange-correlation kernel. For any trial \(n_1\) the two gauges receive the same \(H_1\) and return the same new density. Their self-consistent solutions therefore coincide, and so do \(H_1\) and \(h\).

## Small splitting and finite perturbation

A large \(A_{ji}\) does not mean a large change of the occupied space. In the parallel-transport frame the Hamiltonian matrix is \(E+\lambda h+O(\lambda^2)\), because \(\Lambda_1=h\). Take two levels with splitting \(\Delta\), equal diagonal elements of \(h\), and the phase chosen so that the off-diagonal element is \(|h|\). Measured from the mean energy, the matrix is

\[
\begin{pmatrix}-\Delta/2&\lambda|h|\\ \lambda|h|&\Delta/2\end{pmatrix}.
\]

Try the eigenvectors \((\cos\theta,-\sin\theta)\) and \((\sin\theta,\cos\theta)\). The matrix element between them is \(\lambda|h|\cos2\theta-\tfrac12\Delta\sin2\theta\), and it must vanish:

\[
\tan2\theta=\frac{2\lambda|h|}{\Delta}.
\]

For \(\lambda|h|\ll\Delta\) this gives \(\theta\simeq\lambda|h|/\Delta=\lambda|A|\), the first-order rotation. For \(\lambda|h|\gg\Delta\) the angle tends to \(45^\circ\), while the first-order value grows without limit. The first-order rotation is thus accurate only for \(\lambda|h|\ll\Delta\), and the power series of \(\theta\) in \(\lambda\) diverges beyond \(\lambda|h|=\Delta/2\). The expansion of \(P\) needs neither condition.

## Four electrons in a double well

A one-dimensional model shows both behaviours. Two Gaussian wells, each of the form \(-V_0e^{-(x-x_0)^2/2w^2}\) with \(V_0=30\) eV and \(w=0.8\) Å, lie a distance \(d\) apart and hold four spin-paired electrons, so \(f=2\). The electrons interact through a local mean-field potential \(Kn(x)\) with \(K=2\) eV Å; correlation beyond this mean field is left out. The perturbation is a uniform field of potential energy \(Fx\). Here \(F\) plays the part of \(\lambda\), and \(H_1=x+Kn_1\).

The occupied orbitals are even and odd. For well-separated wells they are \((R\pm L)/\sqrt2\), with \(R\) and \(L\) the real ground orbitals of the right and left wells. Then

\[
|h|=\tfrac12\left|\langle R|H_1|R\rangle-\langle L|H_1|L\rangle\right|\to\frac d2 .
\]

The term \(x\) gives \(\pm d/2\) in the two wells. The term \(Kn_1\) gives nothing in this limit, since within each well \(n_1\) is odd about the centre and the orbital density is even. The diagonal elements of \(h\) vanish by parity. The computed \(|h|\) is 1.449 Å at \(d=3\) Å and 3.000 Å at \(d=6\) Å.

| \(d\) (Å) | \(\Delta\) (eV) | \(\lvert A\rvert\) (Å/eV) | dipole response (Å²/eV) |
|---|---|---|---|
| 3 | 0.751 | 1.93 | 0.211 |
| 4 | 0.0767 | 26.0 | 0.165 |
| 5 | 0.00794 | 315 | 0.162 |
| 6 | 0.000825 | 3635 | 0.162 |

The dipole response is \(-\int x\,n_1\,dx\). Over this range each additional ångström lowers \(\Delta\) by a factor of about ten and raises \(|A|\) by more than that, because \(|h|\) grows too. The response instead settles at 0.162 Å²/eV, and twice the computed response of a single well with one electron pair is also 0.162 Å²/eV: each electron pair is polarized within its own well.

At \(d=5\) Å the rotation is

\[
|A|=\frac{2.4999\ \text{Å}}{0.0079414\ \text{eV}}=314.8\ \text{Å/eV},
\]

or \(1.62\times10^4\) bohr/hartree, while the dipole response is 15.8 bohr²/hartree. The lower first-order orbital has norm 0.0365 Å/eV in the parallel-transport gauge and 314.8 Å/eV in the diagonal gauge. In the diagonal gauge that orbital alone contributes a density response with a peak of 480 eV⁻¹ (471 eV⁻¹ at the points of the 0.2 Å grid, which at this separation miss the well centres). The upper orbital cancels nearly all of it, and the total \(n_1\) has a peak of 0.0597 eV⁻¹ (0.0594 eV⁻¹ at the grid points), smaller by a factor of about 8000.

Self-consistent calculations at finite field show the saturation. For \(F=0.001\) eV/Å the first-order angle is \(314.8\times0.001=0.3148\) rad, or 18.0°, and the true angle is 16.1°. For \(F=0.01\) eV/Å the first-order angle is 180°, while the true one is 40.5°, in agreement with the two-state formula. At this larger field the eigenstates are already largely localized in separate wells. Yet the density difference between \(F=\pm0.01\) eV/Å, divided by the field difference, reproduces \(n_1\) to within \(10^{-5}\) of its peak. The numerical check asserts this at all four separations.

The cancellation is lost if the upper orbital is emptied. Keep the potential of the four-electron system at \(d=5\) Å frozen and place two electrons in the lower orbital. The mixing now joins an occupied and an empty state. With \(x_{ou}\) the matrix element of \(x\) between the two orbitals, the mixing coefficient is \(-x_{ou}/\Delta\). Two electrons and the two conjugate terms of \(n_1\) supply a factor of four, so the mixing contributes

\[
\frac{4x_{ou}^2}{\Delta}\simeq\frac{4\,(2.5\ \text{Å})^2}{0.00794\ \text{eV}}\simeq3.15\times10^3\ \text{Å}^2/\text{eV}.
\]

The computed total response is \(3.148\times10^3\) Å²/eV, about 19,000 times the self-consistent response of the filled pair in the table (the frozen-potential value contains no \(Kn_1\) term, so the ratio compares an unscreened with a screened response). It describes charge moving from one well to the other. With both orbitals filled, the same mixing only rotates the orbitals within an unchanged occupied space. With one filled, it changes that space, and in a frozen potential the small splitting becomes the gap that controls the response. This last statement needs the frozen potential. If the term \(Kn_1\) is kept, the transferred charge raises the potential of the well it enters. In the two-state picture this adds \(4K\int\psi_o^2\psi_u^2\,dx\), about 2 eV here, to the denominator \(\Delta\). The response at \(d=5\) Å then falls to about 12 Å²/eV, and it is set by the interaction rather than by \(\Delta\).

## Table of computed values

```
hbar^2/(2m) = 3.80998 eV angstrom^2
well depth = 30.0 eV, well width = 0.8 angstrom
mean-field coupling K = 2.0 eV angstrom
grid: -8.0 to 8.0 angstrom, spacing 0.2 angstrom
separation d = 3.0 angstrom:
  occupied splitting = 7.5115e-01 eV, gap to empty = 10.313 eV
  |h| = 1.4487 angstrom, |A| = 1.9287e+00 angstrom/eV
  norm of lower first-order orbital (angstrom/eV): parallel 0.02050, diagonal 1.9288e+00
  peak density response (1/eV): lower orbital alone, diagonal gauge 2.8252e+00; total n1 0.07021
  dipole response = 0.21142 angstrom^2/eV
separation d = 4.0 angstrom:
  occupied splitting = 7.6721e-02 eV, gap to empty = 12.076 eV
  |h| = 1.9974 angstrom, |A| = 2.6035e+01 angstrom/eV
  norm of lower first-order orbital (angstrom/eV): parallel 0.03318, diagonal 2.6035e+01
  peak density response (1/eV): lower orbital alone, diagonal gauge 3.9661e+01; total n1 0.05950
  dipole response = 0.16529 angstrom^2/eV
separation d = 5.0 angstrom:
  occupied splitting = 7.9414e-03 eV, gap to empty = 12.561 eV
  |h| = 2.4999 angstrom, |A| = 3.1480e+02 angstrom/eV
  norm of lower first-order orbital (angstrom/eV): parallel 0.03653, diagonal 3.1480e+02
  peak density response (1/eV): lower orbital alone, diagonal gauge 4.7083e+02; total n1 0.05940
  dipole response = 0.16235 angstrom^2/eV
separation d = 6.0 angstrom:
  occupied splitting = 8.2525e-04 eV, gap to empty = 12.677 eV
  |h| = 3.0000 angstrom, |A| = 3.6353e+03 angstrom/eV
  norm of lower first-order orbital (angstrom/eV): parallel 0.03728, diagonal 3.6353e+03
  peak density response (1/eV): lower orbital alone, diagonal gauge 5.5441e+03; total n1 0.05904
  dipole response = 0.16223 angstrom^2/eV
twice the single-well dipole response = 0.16222 angstrom^2/eV
mixing angle of the lower orbital at d = 5.0 angstrom:
  F = 0.0001 eV/angstrom: true 1.801 deg, two-state 1.801 deg, first-order 1.804 deg
  F = 0.0010 eV/angstrom: true 16.097 deg, two-state 16.097 deg, first-order 18.036 deg
  F = 0.0100 eV/angstrom: true 40.488 deg, two-state 40.487 deg, first-order 180.364 deg
only lower orbital filled, frozen potential, d = 5.0 angstrom:
  dipole response = 3.1480e+03 angstrom^2/eV, mixing term alone = 3.1479e+03 angstrom^2/eV
main results at d = 5.0 angstrom in atomic units:
  |A| = 1.6187e+04 bohr/hartree
  dipole response = 15.7759 bohr^2/hartree
```
